**Extensional wave speeds in a thin (001) silicon plate**

For wavelengths much greater than the thickness h, the extensional wave obeys ρv² = Q11 along [100] and ρv² = (Q11 + Q12)/2 + Q66 along [110]. Here ρ is the density, v the speed, Q11 = C11 − C12²/C11, Q12 = C12 − C12²/C11 and Q66 = C44, with C11, C12 and C44 the cubic stiffnesses. The program asserts that these reduced stiffnesses agree with inversion of the in-plane compliance block, and that the speeds in five directions agree with a full three-dimensional plate solution to within 1 part in 100,000 at kh = 0.01, where k is the wavenumber. It also asserts the thinning ratio −C12/C11, the leading thickness correction −(C12/C11)²(kh)²/24, and the reversed order of the two speeds in a model crystal with Zener ratio below one. The output gives 7.781 km/s along [100] and 8.536 km/s along [110], against 8.433 and 9.134 km/s for bulk longitudinal waves. For a 10 µm layer and a 200 µm wavelength, the finite thickness lowers the speeds by about 0.06 %. The narrow-bar limit lowers them by 3.95 % along [100] and 0.19 % along [110].

## Numerical check

```python
"""Extensional waves in a thin (001) plate of a cubic crystal (silicon).

Result under test, for wavelength much greater than thickness:
    rho v^2 = Q11                      along [100]
    rho v^2 = (Q11 + Q12)/2 + Q66      along [110]
    Q11 = C11 - C12^2/C11,  Q12 = C12 - C12^2/C11,  Q66 = C44
and, for small k h,  v = v0 [1 - (C12/C11)^2 (k h)^2 / 24].
C11, C12, C44: stiffnesses (GPa); rho: density (g/cm^3); k: wavenumber;
h: plate thickness.  sqrt(GPa / (g/cm^3)) is km/s.
The independent road is the full 3D elastic plate with free faces,
solved by a Legendre expansion through the thickness.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy.linalg import eigh


def rotated_tensor(c11, c12, c44, angle):
    """Cubic stiffness tensor in axes turned by angle about [001]."""
    d = np.eye(3)
    t = c12 * np.einsum('ij,kl->ijkl', d, d)
    t += c44 * (np.einsum('ik,jl->ijkl', d, d)
                + np.einsum('il,jk->ijkl', d, d))
    for m in range(3):
        t[m, m, m, m] += c11 - c12 - 2 * c44
    c, s = np.cos(angle), np.sin(angle)
    r = np.array([[c, s, 0], [-s, c, 0], [0, 0, 1]])
    return np.einsum('ai,bj,ck,dl,ijkl->abcd', r, r, r, r, t)


def compliance(tensor):
    """6x6 compliance matrix, engineering shear strains."""
    pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
    return np.linalg.inv(np.array([[tensor[p + q] for q in pairs]
                                   for p in pairs]))


def full_plate(consts, density, angle, kh, size=8):
    """Speed of S0 and its thinning ratio eps_zz/eps_xx, from 3D elasticity."""
    t = rotated_tensor(*consts, angle)
    x, w = legendre.leggauss(size + 2)
    w = w / 2                      # thickness is the unit of length
    f = legendre.legvander(x, size - 1)
    df = np.array([2 * legendre.legval(x, legendre.legder(row))
                   for row in np.eye(size)]).T
    ff = f.T @ (w[:, None] * f)
    fd = f.T @ (w[:, None] * df)
    dd = df.T @ (w[:, None] * df)
    stiff = (kh**2 * np.kron(t[:, 0, :, 0], ff)
             + np.kron(t[:, 2, :, 2], dd)
             - 1j * kh * np.kron(t[:, 0, :, 2], fd)
             + 1j * kh * np.kron(t[:, 2, :, 0], fd.T))
    mass = density * np.kron(np.eye(3), ff)
    vals, vecs = eigh(stiff, mass)
    # ascending order at small k h: flexural, lower and upper extensional
    mode = vecs[:, 2].reshape(3, size)
    thinning = 2 * mode[2, 1] / (1j * kh * mode[0, 0])
    return np.sqrt(vals[2]) / kh, thinning.real


def reduced(c11, c12, c44):
    return c11 - c12**2 / c11, c12 - c12**2 / c11, c44


def plate_speed(consts, density, angle):
    """Derived long-wave formula for any in-plane direction."""
    q11, q12, q66 = reduced(*consts)
    root = np.hypot((q11 - q66) * np.cos(2 * angle),
                    (q12 + q66) * np.sin(2 * angle))
    return np.sqrt((q11 + q66 + root) / (2 * density))


# Typical room-temperature inputs for lightly doped silicon
silicon = (165.7, 63.9, 79.6)
rho = 2.330
c11, c12, c44 = silicon
q11, q12, q66 = reduced(*silicon)
diag = np.pi / 4
q11_diag = (q11 + q12) / 2 + q66
q12_diag = (q11 + q12) / 2 - q66
v100 = np.sqrt(q11 / rho)
v110 = np.sqrt(q11_diag / rho)
zener = 2 * c44 / (c11 - c12)
ratio = c12 / c11

# Reduced stiffnesses against inversion of the in-plane compliance block
plane = np.ix_([0, 1, 5], [0, 1, 5])
bar = {}
for angle, a, b, g in ((0.0, q11, q12, q66),
                       (diag, q11_diag, q12_diag, (q11 - q12) / 2)):
    s = compliance(rotated_tensor(*silicon, angle))
    expected = np.array([[a, b, 0], [b, a, 0], [0, 0, g]])
    assert np.allclose(np.linalg.inv(s[plane]), expected, atol=1e-9)
    young = 1 / s[0, 0]
    assert abs(young - (a - b**2 / a)) < 1e-9
    bar[angle] = (young, np.sqrt(young / rho))

# Long-wave speeds against the full 3D plate; finite k h costs about 1e-6
thin_kh = 0.01
full_speeds = {}
for degrees in (0, 10, 22.5, 35, 45):
    angle = np.radians(degrees)
    speed, thinning = full_plate(silicon, rho, angle, thin_kh)
    full_speeds[degrees] = speed
    assert abs(speed / plate_speed(silicon, rho, angle) - 1) < 1e-5
    if degrees in (0, 45):
        assert abs(thinning + ratio) < 1e-3
        if degrees == 0:
            thinning100 = thinning
assert abs(full_speeds[0] / v100 - 1) < 1e-5
assert abs(full_speeds[45] / v110 - 1) < 1e-5
assert round(v100, 1) == 7.8 and round(v110, 1) == 8.5

# The order of the two speeds follows the Zener ratio
soft_shear = (c11, c12, 40.0)
zener_soft = 2 * soft_shear[2] / (c11 - c12)
soft100 = full_plate(soft_shear, rho, 0.0, thin_kh)[0]
soft110 = full_plate(soft_shear, rho, diag, thin_kh)[0]
assert zener > 1 and full_speeds[45] > full_speeds[0]
assert zener_soft < 1 and soft110 < soft100

# Thickness correction; the next term is smaller by a factor of order (k h)^2
thickness_um, wavelength_um = 10.0, 200.0
kh = 2 * np.pi * thickness_um / wavelength_um
drops = {}
for angle, v0 in ((0.0, v100), (diag, v110)):
    for q in (0.1, kh):
        drop = 1 - full_plate(silicon, rho, angle, q)[0] / v0
        assert abs(drop / (ratio**2 * q**2 / 24) - 1) < 2 * q**2
    drops[angle] = drop

# Convergence of the thickness expansion at the example's wavelength
shift = max(abs(full_plate(silicon, rho, a, kh, 6)[0]
                / full_plate(silicon, rho, a, kh, 10)[0] - 1)
            for a in (0.0, diag))
assert shift < 1e-6

# Comparison with bulk longitudinal waves
bulk100 = np.sqrt(c11 / rho)
bulk110 = np.sqrt(rotated_tensor(*silicon, diag)[0, 0, 0, 0] / rho)
assert bar[0.0][1] < v100 < bulk100
assert bar[diag][1] < v110 < bulk110

# Neglected effects, with rough assumed material coefficients
warming, stiffness_ppm = 60.0, -70.0
warm = tuple(c * (1 + stiffness_ppm * 1e-6 * warming) for c in silicon)
fall = 0.02 * c11
doped = (c11 - fall, c12 + fall / 2, c44)    # bulk modulus kept fixed


def change(consts, angle, turn=0.0):
    """Percentage change of speed relative to the ideal plate."""
    return 100 * (plate_speed(consts, rho, angle + turn)
                  / plate_speed(silicon, rho, angle) - 1)


tilt = np.radians(1.0)
print(f"Input C11, C12, C44: {c11:.1f}, {c12:.1f}, {c44:.1f} GPa")
print(f"Input density: {rho:.3f} g/cm^3")
print(f"C12^2/C11: {c12**2 / c11:.2f} GPa")
print(f"Q11, Q12, Q66: {q11:.2f}, {q12:.2f}, {q66:.2f} GPa")
print(f"Effective stiffness along [110]: {q11_diag:.2f} GPa")
print(f"Zener ratio A: {zener:.3f}")
print(f"Plate speed [100], formula: {v100:.3f} km/s")
print(f"Plate speed [110], formula: {v110:.3f} km/s")
print(f"Speed ratio [110]/[100]: {v110 / v100:.4f}")
print(f"k h of the thin-limit 3D test: {thin_kh:.2f}")
print(f"Plate speed [100], full 3D: {full_speeds[0]:.3f} km/s")
print(f"Plate speed [110], full 3D: {full_speeds[45]:.3f} km/s")
v_mid = plate_speed(silicon, rho, np.pi / 8)
print(f"Speed at 22.5 deg, formula: {v_mid:.3f} km/s")
print(f"Speed at 22.5 deg, full 3D: {full_speeds[22.5]:.3f} km/s")
print(f"C12/C11: {ratio:.4f}")
print(f"Thinning ratio eps_zz/eps_xx, full 3D [100]: {thinning100:.4f}")
print(f"Model crystal C44: {soft_shear[2]:.1f} GPa, A: {zener_soft:.3f}")
print(f"Model crystal 3D speed [100]: {soft100:.3f} km/s")
print(f"Model crystal 3D speed [110]: {soft110:.3f} km/s")
print(f"Bulk longitudinal [100]: {bulk100:.3f} km/s")
print(f"Bulk longitudinal [110]: {bulk110:.3f} km/s")
for name, angle in (("[100]", 0.0), ("[110]", diag)):
    print(f"Narrow bar {name}: E = {bar[angle][0]:.1f} GPa, "
          f"speed = {bar[angle][1]:.3f} km/s")
print(f"Example thickness: {thickness_um:.0f} um")
print(f"Example wavelength: {wavelength_um:.0f} um")
print(f"Example k h: {kh:.4f}")
print(f"Frequency [100], thin limit: {1e3 * v100 / wavelength_um:.2f} MHz")
print(f"Frequency [110], thin limit: {1e3 * v110 / wavelength_um:.2f} MHz")
print(f"Thickness correction, formula: {-100 * ratio**2 * kh**2 / 24:.4f} %")
print(f"Thickness correction [100], full 3D: {-100 * drops[0.0]:.4f} %")
print(f"Thickness correction [110], full 3D: {-100 * drops[diag]:.4f} %")
print(f"Convergence shift, 6 to 10 polynomials: {shift:.1e} (relative)")
print(f"Assumed warming: {warming:.0f} K at {stiffness_ppm:.0f} ppm/K")
print(f"Assumed doping change of C11: {-100 * fall / c11:.1f} %")
for name, angle in (("[100]", 0.0), ("[110]", diag)):
    print(f"Speed change {name}, warming: {change(warm, angle):.2f} %")
    print(f"Speed change {name}, doping: {change(doped, angle):.2f} %")
    print(f"Speed change {name}, 1 deg off axis: "
          f"{change(silicon, angle, tilt):.3f} %")
    ideal = plate_speed(silicon, rho, angle)
    print(f"Speed change {name}, narrow-bar limit: "
          f"{100 * (bar[angle][1] / ideal - 1):.2f} %")
print("all tests passed")
```

Printed output:

```
Input C11, C12, C44: 165.7, 63.9, 79.6 GPa
Input density: 2.330 g/cm^3
C12^2/C11: 24.64 GPa
Q11, Q12, Q66: 141.06, 39.26, 79.60 GPa
Effective stiffness along [110]: 169.76 GPa
Zener ratio A: 1.564
Plate speed [100], formula: 7.781 km/s
Plate speed [110], formula: 8.536 km/s
Speed ratio [110]/[100]: 1.0970
k h of the thin-limit 3D test: 0.01
Plate speed [100], full 3D: 7.781 km/s
Plate speed [110], full 3D: 8.536 km/s
Speed at 22.5 deg, formula: 8.225 km/s
Speed at 22.5 deg, full 3D: 8.225 km/s
C12/C11: 0.3856
Thinning ratio eps_zz/eps_xx, full 3D [100]: -0.3856
Model crystal C44: 40.0 GPa, A: 0.786
Model crystal 3D speed [100]: 7.781 km/s
Model crystal 3D speed [110]: 7.474 km/s
Bulk longitudinal [100]: 8.433 km/s
Bulk longitudinal [110]: 9.134 km/s
Narrow bar [100]: E = 130.1 GPa, speed = 7.473 km/s
Narrow bar [110]: E = 169.1 GPa, speed = 8.519 km/s
Example thickness: 10 um
Example wavelength: 200 um
Example k h: 0.3142
Frequency [100], thin limit: 38.90 MHz
Frequency [110], thin limit: 42.68 MHz
Thickness correction, formula: -0.0612 %
Thickness correction [100], full 3D: -0.0617 %
Thickness correction [110], full 3D: -0.0618 %
Convergence shift, 6 to 10 polynomials: 7.7e-13 (relative)
Assumed warming: 60 K at -70 ppm/K
Assumed doping change of C11: -2.0 %
Speed change [100], warming: -0.21 %
Speed change [100], doping: -1.84 %
Speed change [100], 1 deg off axis: 0.018 %
Speed change [100], narrow-bar limit: -3.95 %
Speed change [110], warming: -0.21 %
Speed change [110], doping: -0.78 %
Speed change [110], 1 deg off axis: -0.008 %
Speed change [110], narrow-bar limit: -0.19 %
all tests passed
```
